# Length, Velocity and Mixed Forms of C6 with Nonlocal Pseudopotentials, part 1

(Sections cited here and not found follow in the second part.)

## First half: local potentials

**Q.** I know $C_6$ as the coefficient of the $1/L^6$ attraction between two distant atoms. Before you give me three formulas for it, I want to see where one of them comes from.

**A.** Take two neutral atoms A and B whose nuclei are fixed a distance $L$ apart along $z$, in Hartree atomic units. Their charge clouds do not overlap, so exchange between the atoms can be dropped, and the Coulomb interaction is treated as instantaneous, which leaves out retardation. Atom A has $N_A$ electrons at positions $\mathbf a_i$ measured from its nucleus, and B has $N_B$ electrons at $\mathbf b_j$ measured from its own.

With $F(\mathbf s)=1/|L\hat{\mathbf z}+\mathbf s|$, the interaction consists of electron–electron, electron–nucleus and nucleus–nucleus terms. Neutrality lets them be collected as

$$
W=\sum_{ij}\left[F(\mathbf b_j-\mathbf a_i)-F(-\mathbf a_i)-F(\mathbf b_j)+F(0)\right].
$$

For small $\mathbf s$,

$$
F(\mathbf s)=\frac1L-\frac{s_z}{L^2}+\frac{3s_z^2-s^2}{2L^3}+\dots
$$

The constant and linear terms cancel in the bracket. In the quadratic term the squares of $\mathbf a_i$ and of $\mathbf b_j$ cancel, and the cross terms remain:

$$
\frac{-6a_zb_z+2\,\mathbf a\cdot\mathbf b}{2L^3}=\frac{a_xb_x+a_yb_y-2a_zb_z}{L^3}.
$$

Higher terms of $F$ give higher multipole couplings that fall faster than $1/L^3$ and do not contribute to the $1/L^6$ energy. Keeping only the leading term and summing over electrons gives

$$
W=\frac{XX'+YY'-2ZZ'}{L^3},
$$

where $\mathbf R=(X,Y,Z)=\sum_i\mathbf a_i$ is the total electron position on A and the primed quantities belong to B.

**Q.** That is an operator linear in each dipole. Its average should vanish for atoms without permanent dipoles.

**A.** It does. I assume that each ground state is spherical and, apart from spin, nondegenerate, with a real wavefunction. Then $\langle0|\mathbf R|0\rangle=0$, and the first-order energy is zero. For the same reason the second-order energy has no terms in which one atom alone is excited. With excitation energies $\omega_n=E_n-E_0$ on A and $\omega_m$ on B,

$$
E^{(2)}=-\sum_{nm}\frac{|\langle nm|W|00\rangle|^2}{\omega_n+\omega_m}.
$$

The sums run over excited states and include the continuum.

**Q.** The numerator contains products such as $X_{0n}Y_{n0}$. Why may they be dropped?

**A.** Add the contributions of all states in one energy level. The tensor $T_{ab}=\sum_{n\in\text{level}}(X_a)_{0n}(X_b)_{n0}$ is unchanged by rotations, because the ground state and the complete level are. A second-rank tensor with that property is a multiple of $\delta_{ab}$. Its trace fixes the multiple:

$$
T_{ab}=\frac{\delta_{ab}}3\sum_{n\in\text{level}}|\mathbf R_{n0}|^2 .
$$

The coupling coefficients are $1,1,-2$, so the numerator acquires the factor $(1+1+4)/9=2/3$. Writing $E^{(2)}=-C_6/L^6$, I get

$$
C_6=\frac23\sum_{nm}\frac{|\mathbf R_{n0}|^2|\mathbf R_{m0}|^2}{\omega_n+\omega_m}. \tag{1}
$$

This is the length form. The name refers to the operator $\mathbf R$.

**Q.** Other expressions use oscillator strengths. Do they contain anything new?

**A.** They rearrange the same data. Define

$$
f_n^{L}=\frac23\,\omega_n|\mathbf R_{n0}|^2 .
$$

Then $|\mathbf R_{n0}|^2=3f_n^L/(2\omega_n)$. Substituting this on both atoms gives the prefactor $(2/3)(3/2)^2=3/2$, and

$$
C_6=\frac32\sum_{nm}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}. \tag{2}
$$

Equation (2) is convenient because other expressions for $f_n$ can be inserted without touching the rest.

**Q.** And the integral over imaginary frequency? An imaginary frequency sounds like a formal device.

**A.** It has a direct meaning. Apply a weak field $Fe^{ut}$ along $z$ that grows at the rate $u>0$. An electron has charge $-1$, so the perturbation is $+FZe^{ut}$. To first order the amplitude of state $n$ obeys

$$
i\dot c_n=\omega_nc_n+FZ_{n0}e^{ut}.
$$

The solution that grows with the field has $\dot c_n=uc_n$, hence

$$
c_n=-\frac{FZ_{n0}e^{ut}}{\omega_n-iu}.
$$

The induced dipole is $-2\,\mathrm{Re}\sum_nZ_{0n}c_n$. Since the real part of $1/(\omega_n-iu)$ is $\omega_n/(\omega_n^2+u^2)$, dividing by $Fe^{ut}$ gives

$$
\alpha(iu)=\sum_n\frac{2\omega_n|Z_{n0}|^2}{\omega_n^2+u^2}
=\sum_n\frac{f_n}{\omega_n^2+u^2}. \tag{3}
$$

The last step replaces $|Z_{n0}|^2$ by $|\mathbf R_{n0}|^2/3$, which is allowed after summation over each level.

To connect this with (2), use partial fractions for $a\ne b$:

$$
\begin{aligned}
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
&=\frac1{b^2-a^2}\int_0^\infty\left[\frac1{a^2+u^2}-\frac1{b^2+u^2}\right]du\\
&=\frac{\pi}{2(b^2-a^2)}\left(\frac1a-\frac1b\right)
=\frac{\pi}{2ab(a+b)} .
\end{aligned}
$$

The case $a=b$ follows by continuity. Therefore

$$
C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du . \tag{4}
$$

**Q.** Now the velocity form. Position and momentum are different operators. Why should their matrix elements carry the same information?

**A.** Because the Hamiltonian connects them. Let $\mathbf P=\sum_i\mathbf p_i$ be the total momentum. For one electron,

$$
\left[\tfrac12p_x^2,x\right]=\tfrac12\left(p_x[p_x,x]+[p_x,x]p_x\right)=-ip_x ,
$$

since $[p_x,x]=-i$. Suppose every potential energy is local, meaning that it multiplies the wavefunction by a function of the electron positions. It then commutes with $\mathbf R$, and

$$
[H,\mathbf R]=-i\mathbf P. \tag{5}
$$

Take the matrix element between eigenstates. On the left, $H$ acts on $\langle n|$ in one term and on $|0\rangle$ in the other:

$$
\omega_n\mathbf R_{n0}=-i\mathbf P_{n0},
\qquad\text{so}\qquad
\mathbf P_{n0}=i\omega_n\mathbf R_{n0}. \tag{6}
$$

**Q.** You have dropped the electron repulsion rather quickly.

**A.** It is a function of the distances $|\mathbf r_i-\mathbf r_j|$, so it is also a multiplication and commutes with every electron coordinate. Equation (5) holds for the interacting atom, not just for independent electrons.

**Q.** Then (6) must give you the other two oscillator strengths.

**A.** Its squared modulus is $|\mathbf P_{n0}|^2=\omega_n^2|\mathbf R_{n0}|^2$. This gives the velocity form

$$
f_n^V=\frac23\frac{|\mathbf P_{n0}|^2}{\omega_n}=f_n^L .
$$

For the mixed form, take the complex conjugate of (6): $\mathbf P_{0n}=-i\omega_n\mathbf R_{0n}$. Multiplying by $i$ and by $\mathbf R_{n0}$ gives $i\mathbf P_{0n}\cdot\mathbf R_{n0}=\omega_n|\mathbf R_{n0}|^2$, so

$$
f_n^M=\frac23\,\mathrm{Re}\left[i\mathbf P_{0n}\cdot\mathbf R_{n0}\right]=f_n^L .
$$

The real part changes nothing here. For real states it is not needed even when (6) fails, because the elements of $\mathbf R$ are then real and those of $\mathbf P$ imaginary; it is kept so that the definition also covers complex approximate states.

Put these strengths into (2). With $M_n=\mathrm{Re}[i\mathbf P_{0n}\cdot\mathbf R_{n0}]$,

$$
C_6^{VV}=\frac23\sum_{nm}\frac{|\mathbf P_{n0}|^2|\mathbf P_{m0}|^2}{\omega_n^2\omega_m^2(\omega_n+\omega_m)}, \tag{7}
$$

$$
C_6^{MM}=\frac23\sum_{nm}\frac{M_nM_m}{\omega_n\omega_m(\omega_n+\omega_m)} . \tag{8}
$$

One may also use length on A and velocity on B:

$$
C_6^{LV}=\frac23\sum_{nm}\frac{|\mathbf R_{n0}|^2|\mathbf P_{m0}|^2}{\omega_m^2(\omega_n+\omega_m)} .
$$

The strengths agree state by state, so all these sums agree term by term.

**Q.** That uses exact eigenstates. What survives in an approximate calculation?

**A.** Suppose the excited state is exact but the ground state is approximate, with

$$
H|\tilde0\rangle=\tilde E_0|\tilde0\rangle+|\eta\rangle ,
$$

where $|\eta\rangle$ is the residual. Then

$$
\langle n|[H,\mathbf R]|\tilde0\rangle
=(E_n-\tilde E_0)\mathbf R_{n\tilde0}-\langle n|\mathbf R|\eta\rangle .
$$

The last term breaks (6). An approximate excited state adds a similar term. A difference between the forms can therefore reveal an incomplete basis. Agreement does not prove that the Hamiltonian describes the real atom, since (6) holds for eigenstates of any local Hamiltonian of this kind.

**Q.** Can the sum of the oscillator strengths serve as another check?

**A.** Yes, but the length and mixed sums check different things. For the length form, expand the double commutator:

$$
[X,[H,X]]=2XHX-X^2H-HX^2 .
$$

Take the ground-state average and insert a complete set of states in the first term:

$$
\langle0|[X,[H,X]]|0\rangle
=2\sum_n(E_n-E_0)|X_{n0}|^2 . \tag{9}
$$

For a local potential, (5) gives $[X,[H,X]]=-i[X,P_x]=-i(iN)=N$, where $N$ is the number of electrons in the atom. Adding the three directions yields $2\sum_n\omega_n|\mathbf R_{n0}|^2=3N$, and hence

$$
\sum_nf_n^L=N. \tag{10}
$$

This is the Thomas–Reiche–Kuhn sum rule.

For the mixed form no energy is needed. The state $n=0$ contributes nothing because $X_{00}=0$, so completeness gives

$$
\begin{aligned}
\mathrm{Re}\sum_n i(P_x)_{0n}X_{n0}
&=\mathrm{Re}\,i\langle P_xX\rangle
=\frac i2\langle P_xX-XP_x\rangle\\
&=\frac i2(-iN)=\frac N2 .
\end{aligned}
$$

Three directions and the factor $2/3$ give

$$
\sum_nf_n^M=N. \tag{11}
$$

Equation (11) used $[X,P_x]=iN$ and completeness. The Hamiltonian did not enter, apart from supplying the states.

**Q.** So (11) could hold even if (5) were false?

**A.** Yes. It tests the canonical commutator, and completeness only as far as the sum needs it: states that can represent $\mathbf R|0\rangle$ exactly are enough. It does not test whether $\mathbf P$ is related to $\mathbf R$ through the Hamiltonian.

**Q.** What does (10) say about the response itself?

**A.** Multiply (3) by $u^2$. Each factor $u^2/(\omega_n^2+u^2)$ lies between zero and one and tends to one as $u$ grows. The strengths $f_n^L$ are nonnegative and their sum is finite, so

$$
u^2\alpha(iu)\longrightarrow\sum_nf_n^L . \tag{12}
$$

A local atom thus approaches $\alpha(iu)=N/u^2$, the response of $N$ free electrons. This fixes the high-frequency tail. It does not fix $C_6$, in which low excitation energies carry large weights.

**Q.** I would like to see the equality in numbers, and not just for hydrogen.

**A.** For hydrogen the length, velocity and mixed forms each give $C_6=6.499027$ hartree bohr$^6$. As a second case take one electron in the local potential

$$
V(r)=-\frac1r+2\exp\left[-\left(\frac r{1.5}\right)^2\right],
$$

with energy in hartree and length in bohr. The numbers are round model parameters. The ground-state energy is $-0.157114$ hartree, and all three forms give $C_6=4432.568$ hartree bohr$^6$. The length strengths sum to $1.000000$.

The short-range repulsion changes $C_6$ greatly, yet it leaves the equality intact. What matters for (5) is that the repulsion multiplies the wavefunction by the same function of $r$ whatever its angular momentum.

## Second half: a nonlocal pseudopotential

**Q.** Before we give up locality, which results do you carry over?

**A.** For each atom, $\mathbf R$ and $\mathbf P$ are the total electron position and momentum, $N$ is the electron number, and $\omega_n=E_n-E_0$. The ground state is real, spherical and nondegenerate apart from spin. The dispersion coefficient is

$$
C_6=\frac32\sum_{nm}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)},
\qquad
f_n^L=\frac23\omega_n|\mathbf R_{n0}|^2 .
$$

For local potentials, $[H,\mathbf R]=-i\mathbf P$ makes $f_n^L$ equal to $f_n^V=\frac23|\mathbf P_{n0}|^2/\omega_n$ and to $f_n^M=\frac23\mathrm{Re}[i\mathbf P_{0n}\cdot\mathbf R_{n0}]$. The general closure relation is $2\sum_n\omega_n|X_{n0}|^2=\langle[X,[H,X]]\rangle$.

**Q.** A pseudopotential replaces the core and often acts differently on s and p waves. Is the length form still safe?

**A.** For the chosen pseudo-Hamiltonian, yes. Now $N$ counts valence electrons, and each ion core has charge $+N$ as seen from far away. Let the nonlocal part $V$ be short-ranged and independent of applied fields. At large separation each atom acts on the other through its long-range Coulomb field, so the dipole coupling is unchanged. Second-order perturbation theory did not require locality inside either atom.

This coefficient belongs to the pseudo-atom. It omits the polarization of the core and any difference between the pseudo and all-electron transition dipoles.

**Q.** Then what fails?

**A.** The replacement of $\omega_n\mathbf R_{n0}$ by $-i\mathbf P_{n0}$. A nonlocal one-electron potential acts as

$$
(V\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r' ,
$$

with a real, symmetric, spin-independent kernel. It need not commute with position. Using $V$ also for its sum over all electrons,

$$
[H,\mathbf R]=-i\mathbf P+[V,\mathbf R]
=-i\left(\mathbf P+i[V,\mathbf R]\right).
$$

I therefore define

$$
\mathbf v=\mathbf P+i[V,\mathbf R]=i[H,\mathbf R]. \tag{13}
$$

The matrix element between eigenstates is $\omega_n\mathbf R_{n0}=-i\mathbf v_{n0}$. The algebra of the local case now applies with $\mathbf v$ in place of $\mathbf P$:

$$
\frac23\omega_n|\mathbf R_{n0}|^2
=\frac23\frac{|\mathbf v_{n0}|^2}{\omega_n}
=\frac23\mathrm{Re}\left[i\mathbf v_{0n}\cdot\mathbf R_{n0}\right]. \tag{14}
$$

All three forms of $C_6$ are equal again.

**Q.** Is $\mathbf v$ a velocity, or did you choose it to rescue the equality?

For local potentials the length, velocity and mixed forms of $C_6$ agree, and for a nonlocal potential they agree again once $\mathbf P$ is replaced by $\mathbf v$. It remains to show that $\mathbf v$ is a velocity, how large the error is if $\mathbf P$ is kept, and what becomes of the sum of the oscillator strengths.
